# Lamella strain and film strain: the plane-strain and plane-stress limits: a program that tests the result

```python
"""
Result under test: a coherent cubic (001) layer in a thin lamella has
  <e_zz> = f*(1 + 2*C12/C11) - (C12/C11)*<e_yy>,
between the original-film limit (e_yy = 0) and the plane-stress limit
(e_yy = M*f/A), M = C11+C12-2*C12^2/C11, A = C_yyyy-C12^2/C11.
Axes: z growth, y foil normal, x in-plane direction held by the substrate.
f = (a_film-a_substrate)/a_substrate; total strains refer to the substrate.
h = layer thickness, t = foil thickness; <> averages through the foil.
r = layer-averaged e_yy divided by its plane-stress value.
The independent side is tensor elasticity and a finite-element solution.
Lengths are in nm, stiffnesses and stresses in GPa.
"""
import numpy as np
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def stiffness(c11, c12, c44, foil):
    """Voigt stiffness in lamella axes: xx, yy, zz, yz, xz, xy."""
    if foil == "110":
        axes = np.array([[1, -1, 0], [1, 1, 0], [0, 0, np.sqrt(2)]]) / np.sqrt(2)
    else:
        axes = np.eye(3)
    d = np.eye(3)
    tensor = (c12 * np.einsum("ij,kl->ijkl", d, d)
              + c44 * (np.einsum("ik,jl->ijkl", d, d)
                       + np.einsum("il,jk->ijkl", d, d))
              + (c11 - c12 - 2 * c44)
              * np.einsum("in,jn,kn,ln->ijkl", axes, axes, axes, axes))
    pairs = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
    return np.array([[tensor[i, j, k, l] for k, l in pairs] for i, j in pairs])


def homogeneous_state(C, f, free):
    """Total strain and stress when the listed strain components are free."""
    natural = f * np.array([1, 1, 1, 0, 0, 0])
    strain = np.zeros(6)
    strain[free] = np.linalg.solve(C[np.ix_(free, free)], (C @ natural)[free])
    return strain, C @ (strain - natural)


def graded(length, first, growth, largest):
    steps, step = [], first
    while sum(steps) < length:
        steps.append(step)
        step = min(step * growth, largest)
    nodes = np.r_[0, np.cumsum(steps)]
    return nodes * length / nodes[-1]


def lamella(t, h, f, Cf, Cs, coating=0.0, refine=1):
    """Bilinear elements on half the foil; e_xx=0 and free outer faces."""
    small = min(t, h)
    first = small / (20 * refine)
    growth = 1.25 ** (1 / refine)
    y = t / 2 - graded(t / 2, first, growth, t / (16 * refine))[::-1]
    y[0] = 0
    sub = -graded(4 * t, first, growth, t / (8 * refine))[::-1]
    half = graded(h / 2, first, growth, small / (8 * refine))
    film = np.r_[half, (h - half[::-1])[1:]]
    z = np.r_[sub, film[1:]]
    bottom = len(sub) - 1
    top = len(z) - 1
    if coating:
        z = np.r_[z, h + graded(coating, first, growth, small / (8 * refine))[1:]]
    ny, nz = len(y) - 1, len(z) - 1
    j, i = np.meshgrid(np.arange(nz), np.arange(ny), indexing="ij")
    i, j = i.ravel(), j.ravel()
    dy, dz = np.diff(y)[i], np.diff(z)[j]
    in_film = (j >= bottom) & (j < top)
    n0 = j * (ny + 1) + i
    nodes = np.stack([n0, n0 + 1, n0 + ny + 2, n0 + ny + 1], axis=1)
    dofs = np.stack([2 * nodes, 2 * nodes + 1], axis=2).reshape(-1, 8)
    section = [1, 2, 3]
    Df, Ds = Cf[np.ix_(section, section)], Cs[np.ix_(section, section)]
    D = np.where(in_film[:, None, None], Df, Ds)
    natural_stress = (Cf @ (f * np.array([1, 1, 1, 0, 0, 0])))[section]
    load_stress = in_film[:, None] * natural_stress
    K = np.zeros((len(i), 8, 8))
    F = np.zeros((len(i), 8))
    sy, sz = np.array([-1, 1, 1, -1]), np.array([-1, -1, 1, 1])
    for py in (-1 / np.sqrt(3), 1 / np.sqrt(3)):
        for pz in (-1 / np.sqrt(3), 1 / np.sqrt(3)):
            gy = (sy * (1 + sz * pz) / 2)[None, :] / dy[:, None]
            gz = (sz * (1 + sy * py) / 2)[None, :] / dz[:, None]
            B = np.zeros((len(i), 3, 8))
            B[:, 0, 0::2] = gy
            B[:, 1, 1::2] = gz
            B[:, 2, 0::2] = gz
            B[:, 2, 1::2] = gy
            weight = dy * dz / 4
            BT = np.swapaxes(B, 1, 2)
            K += (BT @ D @ B) * weight[:, None, None]
            F += (BT @ load_stress[:, :, None])[:, :, 0] * weight[:, None]
    size = 2 * (ny + 1) * (nz + 1)
    matrix = coo_matrix((K.ravel(), (np.repeat(dofs, 8, axis=1).ravel(),
                         np.tile(dofs, (1, 8)).ravel())), shape=(size, size)).tocsr()
    force = np.bincount(dofs.ravel(), weights=F.ravel(), minlength=size)
    fixed = np.r_[2 * np.arange(nz + 1) * (ny + 1), 2 * np.arange(ny + 1) + 1]
    free = np.setdiff1d(np.arange(size), fixed)
    u = np.zeros(size)
    u[free] = spsolve(matrix[free][:, free].tocsc(), force[free])
    grid = u.reshape(nz + 1, ny + 1, 2)
    mean_uz = ((grid[:, 1:, 1] + grid[:, :-1, 1]) / 2 @ np.diff(y)) / (t / 2)
    face = grid[:, -1, 0]
    eyy = (face[1:] + face[:-1]) / t
    ezz = np.diff(mean_uz) / np.diff(z)
    layer = slice(bottom, top)
    return dict(z=z, mean_uz=mean_uz, eyy=eyy, ezz=ezz, layer=layer,
                yy=np.sum(eyy[layer] * np.diff(z)[layer]) / h,
                zz=(mean_uz[top] - mean_uz[bottom]) / h,
                centre=(grid[top, 0, 1] - grid[bottom, 0, 1]) / h,
                face=(grid[top, -1, 1] - grid[bottom, -1, 1]) / h,
                work=force @ u / 2)


# Rough values for Si(0.8)Ge(0.2) on Si and a typical lamella
ge, mismatch_per_ge = 0.20, 0.042
f = ge * mismatch_per_ge
c11, c12, c44 = 158.0, 61.0, 77.0
s11, s12, s44 = 166.0, 64.0, 80.0
h, t = 50.0, 100.0
M = c11 + c12 - 2 * c12**2 / c11
ratio = c12 / c11
original = f * (1 + 2 * ratio)

# Conversion from film-referred elastic strain to substrate-referred strain
a_sub, a_film = 1.0, 1.0 + f
film_parallel = (a_sub - a_film) / a_film
a_perp = a_film * (1 - 2 * ratio * film_parallel)
assert np.isclose(a_perp / a_sub - 1, original, rtol=1e-12)

limits, stresses = {}, {}
for foil in ("100", "110"):
    C = stiffness(c11, c12, c44, foil)
    bulk, bulk_stress = homogeneous_state(C, f, [2, 3, 4])
    thin, thin_stress = homogeneous_state(C, f, [1, 2, 3, 4, 5])
    cy = c11 if foil == "100" else (c11 + c12 + 2 * c44) / 2
    yy = M * f / (cy - c12**2 / c11)
    zz = original - ratio * yy
    assert np.isclose(bulk[2], original, rtol=1e-10)
    assert np.allclose(bulk_stress[:2], -M * f, rtol=1e-10)
    assert np.allclose(thin[1:3], [yy, zz], rtol=1e-10)
    if foil == "100":
        assert np.isclose(thin[2], f * (1 + c12 / (c11 + c12)), rtol=1e-10)
    limits[foil] = (yy, zz)
    stresses[foil] = thin_stress[0]

Cf, Cs = stiffness(c11, c12, c44, "110"), stiffness(s11, s12, s44, "110")
yy_p, zz_p = limits["110"]


def check_solution(result, thickness):
    in_layer = np.zeros(len(result["ezz"]), dtype=bool)
    in_layer[result["layer"]] = True
    predicted = np.where(in_layer, original - ratio * result["eyy"],
                         -s12 / s11 * result["eyy"])
    assert np.max(np.abs(result["ezz"] - predicted)) < 1e-6 * f
    assert 0 < result["yy"] < yy_p
    assert zz_p < result["zz"] < original
    # Work beyond that of the original-film state is the released energy
    released = result["work"] - c11 * original**2 * h * thickness / 4
    expected = M * f * result["yy"] * h * thickness / 4
    assert np.isclose(released, expected, rtol=1e-5)


table = []
for q in (0.1, 0.5, 1, 2, 5, 20, 100, 1000):
    result = lamella(q * h, h, f, Cf, Cs)
    check_solution(result, q * h)
    table.append((q, result["yy"] / yy_p, result["zz"]))
    if q == 0.1:
        middle = np.searchsorted(result["z"], h / 2)
        assert np.isclose(result["eyy"][middle], yy_p, rtol=1e-3)
        assert np.isclose(result["ezz"][middle], zz_p, rtol=1e-3)
    if q == t / h:
        example = result
relax = np.array([row[1] for row in table])
assert np.all(np.diff(relax) < 0)
assert relax[0] > 0.98 and relax[-1] < 0.05
# Thick-foil approach is slower than the simple inverse thickness law
assert 1000 * relax[-1] > 100 * relax[-2]

fine = lamella(t, h, f, Cf, Cs, refine=2)
mesh_change = abs(fine["zz"] / example["zz"] - 1)
assert mesh_change < 0.005
example = fine
check_solution(example, t)
apparent_ge = example["zz"] / (mismatch_per_ge * (1 + 2 * ratio))
recovered_f = (example["zz"] + ratio * example["yy"]) / (1 + 2 * ratio)
assert apparent_ge < ge and np.isclose(recovered_f, f, rtol=1e-6)


def substrate_strain(shallow, deep):
    values = np.interp([-shallow, -deep], example["z"], example["mean_uz"])
    return (values[0] - values[1]) / (deep - shallow)


near, far = substrate_strain(0, 20), substrate_strain(200, 300)
assert near < 0 and abs(far) < 0.05 * abs(near)

# Separate estimates of effects omitted from the example
damage = 5.0
damaged = lamella(t - 2 * damage, h, f, Cf, Cs, refine=2)
coating = 100.0
coated = lamella(t, h, f, Cf, Cs, coating=coating, refine=2)
height = 5000.0
film_compliance, sub_compliance = np.linalg.inv(Cf), np.linalg.inv(Cs)
Ef, Es = 1 / film_compliance[0, 0], 1 / sub_compliance[0, 0]
beam = np.array([[Ef * h + Es * height, (Ef * h**2 - Es * height**2) / 2],
                 [(Ef * h**2 - Es * height**2) / 2,
                  (Ef * h**3 + Es * height**3) / 3]])
axial, curvature = np.linalg.solve(beam, f * Ef * np.array([h, h**2 / 2]))
bend_xx = axial + curvature * h / 2
bend_zz = film_compliance[0, 2] / film_compliance[0, 0] * bend_xx
green_parallel = ((1 / (1 + f))**2 - 1) / 2
finite_zz = (1 + f) * np.sqrt(1 - 4 * ratio * green_parallel) - 1
expansion_difference, temperature_change = 3.3e-6, 500.0
thermal_f = ge * expansion_difference * temperature_change
si_lattice, dislocation_spacing = 0.543, 1000.0
dislocation_strain = si_lattice / (2 * np.sqrt(2)) / dislocation_spacing

pct = 100
print(f"Ge fraction (rough example): {ge:.2f}")
print(f"Mismatch per unit Ge fraction (rough): {mismatch_per_ge:.3f}")
print(f"Natural mismatch f: {pct*f:.3f} %")
print(f"Layer C11, C12, C44 (rough): {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
print(f"Substrate C11, C12, C44 (rough): {s11:.0f}, {s12:.0f}, {s44:.0f} GPa")
print(f"Layer thickness h, foil thickness t: {h:.0f}, {t:.0f} nm")
print(f"Layer C12/C11: {ratio:.4f}")
print(f"Biaxial modulus M: {M:.2f} GPa")
print(f"Release modulus A, [110] foil: {M*f/yy_p:.2f} GPa")
print(f"Original-film e_zz: {pct*original:.3f} %")
for foil in ("100", "110"):
    yy, zz = limits[foil]
    print(f"[{foil}] plane-stress e_yy, e_zz: {pct*yy:.3f}, {pct*zz:.3f} %")
    print(f"[{foil}] plane-stress/original e_zz: {zz/original:.4f}")
    print(f"[{foil}] plane-stress sigma_xx: {stresses[foil]:.3f} GPa")
print(f"Original sigma_xx = sigma_yy: {-M*f:.3f} GPa")
print("Foil series, [110]: t/h; r; layer-averaged e_zz (%)")
for q, r, zz in table:
    print(f"  {q:g}; {r:.4f}; {pct*zz:.3f}")
print(f"Example r (finer mesh): {example['yy']/yy_p:.4f}")
print(f"Example layer-averaged e_yy: {pct*example['yy']:.3f} %")
print(f"Example layer-averaged e_zz: {pct*example['zz']:.3f} %")
print(f"Example e_zz / original e_zz: {example['zz']/original:.4f}")
print(f"Relative change on mesh refinement: {pct*mesh_change:.3f} %")
print(f"Ge fraction inferred with original-film formula: {apparent_ge:.4f}")
print(f"Mismatch recovered with bulge correction: {pct*recovered_f:.3f} %")
print(f"Substrate e_zz, 0-20 nm below interface: {pct*near:.4f} %")
print(f"Substrate e_zz, 200-300 nm below interface: {pct*far:.5f} %")
print(f"Layer e_zz at foil centre, face: {pct*example['centre']:.3f}, "
      f"{pct*example['face']:.3f} %")
print(f"Damaged thickness per face, no stiffness: {damage:.0f} nm")
print(f"Layer e_zz with damaged faces: {pct*damaged['zz']:.3f} %")
print(f"Unstrained coating thickness, Si stiffness: {coating:.0f} nm")
print(f"Layer e_zz with coating: {pct*coated['zz']:.3f} %")
print(f"Free-bending substrate height: {height:.0f} nm")
print(f"Free-bending e_xx, e_zz changes: {pct*bend_xx:.4f}, {pct*bend_zz:.4f} %")
print(f"Finite-strain change of original e_zz: {pct*(finite_zz-original):.4f} %")
print(f"Ge-Si expansion difference (rough): {expansion_difference:.1e} 1/K")
print(f"Temperature change for thermal estimate: {temperature_change:.0f} K")
print(f"Thermal change of mismatch: {pct*thermal_f:.4f} %")
print(f"Si lattice parameter (rough): {si_lattice:.3f} nm")
print(f"Assumed misfit-dislocation spacing: {dislocation_spacing:.0f} nm")
print(f"In-plane strain relieved by dislocations: {pct*dislocation_strain:.4f} %")
print("PASS")
```

It prints:

```
Ge fraction (rough example): 0.20
Mismatch per unit Ge fraction (rough): 0.042
Natural mismatch f: 0.840 %
Layer C11, C12, C44 (rough): 158, 61, 77 GPa
Substrate C11, C12, C44 (rough): 166, 64, 80 GPa
Layer thickness h, foil thickness t: 50, 100 nm
Layer C12/C11: 0.3861
Biaxial modulus M: 171.90 GPa
Release modulus A, [110] foil: 162.95 GPa
Original-film e_zz: 1.489 %
[100] plane-stress e_yy, e_zz: 1.074, 1.074 %
[100] plane-stress/original e_zz: 0.7215
[100] plane-stress sigma_xx: -1.042 GPa
[110] plane-stress e_yy, e_zz: 0.886, 1.146 %
[110] plane-stress/original e_zz: 0.7702
[110] plane-stress sigma_xx: -1.365 GPa
Original sigma_xx = sigma_yy: -1.444 GPa
Foil series, [110]: t/h; r; layer-averaged e_zz (%)
  0.1; 0.9948; 1.148
  0.5; 0.9739; 1.155
  1; 0.9479; 1.164
  2; 0.9049; 1.179
  5; 0.7873; 1.219
  20; 0.4329; 1.341
  100; 0.1486; 1.438
  1000; 0.0240; 1.480
Example r (finer mesh): 0.9063
Example layer-averaged e_yy: 0.803 %
Example layer-averaged e_zz: 1.179 %
Example e_zz / original e_zz: 0.7917
Relative change on mesh refinement: 0.040 %
Ge fraction inferred with original-film formula: 0.1583
Mismatch recovered with bulge correction: 0.840 %
Substrate e_zz, 0-20 nm below interface: -0.0783 %
Substrate e_zz, 200-300 nm below interface: -0.00001 %
Layer e_zz at foil centre, face: 1.178, 1.318 %
Damaged thickness per face, no stiffness: 5 nm
Layer e_zz with damaged faces: 1.176 %
Unstrained coating thickness, Si stiffness: 100 nm
Layer e_zz with coating: 1.226 %
Free-bending substrate height: 5000 nm
Free-bending e_xx, e_zz changes: 0.0314, -0.0115 %
Finite-strain change of original e_zz: -0.0048 %
Ge-Si expansion difference (rough): 3.3e-06 1/K
Temperature change for thermal estimate: 500 K
Thermal change of mismatch: 0.0330 %
Si lattice parameter (rough): 0.543 nm
Assumed misfit-dislocation spacing: 1000 nm
In-plane strain relieved by dislocations: 0.0192 %
PASS
```
